# Four vacancy dangling bonds and the splitting of their triplet

## Problem

An atom knocked out of a diamond-type crystal by ion implantation leaves four neighbours, each with one broken bond. Describe each broken bond by a hybrid orbital \(|i\rangle\), \(i=1,\dots,4\), whose positive lobe points into the vacancy. Assume the following.

- The hybrids are orthonormal and have the same energy \(\varepsilon_0\).
- Every pair is coupled by the same matrix element \(-t\), with \(t>0\).
- Electrons move independently of one another.

**(a)** Find the four one-electron levels and their degeneracies.

**(b)** The pairs (1,2) and (3,4) are opposite edges of the tetrahedron: they share no atom. Strengthen their coupling to \(-(t+\delta)\), with \(\delta>0\), and leave the other four pairs at \(-t\). Show that the triplet found in (a) splits into a singlet lowered by \(\delta\) and a doublet raised by \(\delta\). What happens to the remaining level?

**(c)** A neutral vacancy has four electrons in these orbitals. By how much does their total energy change?

**(d)** Evaluate the levels for a carbon vacancy in diamond with a rough \(t=0.50\) eV, the lattice constant set to \(a=3.57\) Å for this example, and a chosen \(\delta=0.10\) eV. Let the coupling depend on distance \(d\) as \(-t\,e^{-(d-d_0)/\lambda}\), where \(d_0\) is the undistorted distance and \(\lambda=0.50\) Å. How must the atoms move to produce this change?

**(e)** Estimate what the model leaves out.

## Hints

1. Write the coupling matrix in terms of the matrix \(J\) whose sixteen entries are all 1. What does \(J\) do to a vector whose components sum to zero?
2. The added coupling swaps 1 with 2 and 3 with 4. What are the possible eigenvalues of an operation that gives the identity when done twice?
3. A perturbation usually mixes levels. Ask whether this one can mix the triplet with the fourth level.
4. For the geometry, place the vacancy at the origin and the atoms at \((c,c,h)\), \((-c,-c,h)\), \((c,-c,-h)\) and \((-c,c,-h)\).

## Solution

### (a) Equal couplings

The off-diagonal part of the Hamiltonian has \(-t\) everywhere except on the diagonal. Since \(J-I\) has 1 in those places and 0 on the diagonal,

\[
H=\varepsilon_0 I-t(J-I)=(\varepsilon_0+t)I-tJ .
\]

Acting on a vector \(v\), \(J\) replaces every component by the sum \(v_1+v_2+v_3+v_4\). Hence \(J(1,1,1,1)=4\,(1,1,1,1)\), while \(Jv=0\) for every \(v\) whose components sum to zero. Such vectors obey one linear condition in four dimensions, so they form a three-dimensional space. The levels are

\[
E_{a_1}=\varepsilon_0+t-4t=\varepsilon_0-3t,\qquad
E_{t_2}=\varepsilon_0+t\quad\text{(three times)} .
\]

The labels \(a_1\) and \(t_2\) are the symmetry names for the tetrahedron. In the singlet all four hybrids add in phase, and each of the six pairs lowers the energy. The gap to the triplet is \(4t\).

The sign of the coupling matters. Reversing the sign of one hybrid changes two sides of every triangle of atoms that contains it, so the product of the three matrix elements around a triangle stays at \((-t)^3<0\). Choosing other phases therefore cannot turn this model into one with all couplings \(+t\). That other model would have its singlet on top, and strengthening its opposite pairs would reverse the shifts found below.

### (b) Two opposite pairs strengthened

The change adds \(-\delta\) to the elements 12, 21, 34 and 43:

\[
H'=H-\delta P,\qquad
P=\begin{pmatrix}0&1&0&0\\1&0&0&0\\0&0&0&1\\0&0&1&0\end{pmatrix}.
\]

\(P\) turns \((v_1,v_2,v_3,v_4)\) into \((v_2,v_1,v_4,v_3)\). It only reorders components, so their sum is unchanged. A vector of the triplet space therefore stays in that space, and \((1,1,1,1)\) is mapped to itself. The perturbation does not mix the triplet with the singlet.

Within the triplet space \(H\) is the constant \(\varepsilon_0+t\), so only \(P\) remains to be diagonalized. Because \(P^2=I\), its eigenvalues can only be \(+1\) and \(-1\). Take the orthonormal vectors

\[
b=\tfrac12(1,1,-1,-1),\quad
e_1=\tfrac1{\sqrt2}(1,-1,0,0),\quad
e_2=\tfrac1{\sqrt2}(0,0,1,-1).
\]

Each has components that sum to zero. Swapping 1 with 2 and 3 with 4 leaves \(b\) unchanged and reverses \(e_1\) and \(e_2\):

\[
Pb=b,\qquad Pe_1=-e_1,\qquad Pe_2=-e_2 .
\]

With \(H'=H-\delta P\) this gives

\[
E_{b_2}=\varepsilon_0+t-\delta,\qquad
E_{e}=\varepsilon_0+t+\delta\quad\text{(twice)},
\]

which is the required splitting. The fourth level has \(P=+1\), so it falls as well:

\[
E_{a_1}=\varepsilon_0-3t-\delta .
\]

No expansion in \(\delta\) was made, so within this model the result holds for any size of \(\delta\).

The vectors show the reason for the signs. In \(b\) the two atoms of each strengthened pair are in phase, so the pair is bonding. In \(e_1\) and \(e_2\) they are out of phase, so the pair is antibonding. When \(\delta\gg t\) the vacancy becomes two separate bonds: \(a_1\) and \(b_2\) are the two bonding orbitals, still \(4t\) apart, and the doublet is the two antibonding ones.

The mean of the triplet is not conserved. Its three shifts add to \(-\delta+\delta+\delta=\delta\), so the mean rises by \(\delta/3\). The fall of \(a_1\) by \(\delta\) restores a total of zero, as it must, because \(P\) has no diagonal elements.

### (c) Four electrons

Two electrons occupy \(a_1\) and two occupy the lowest level derived from the triplet. Both occupied levels fall by \(\delta\), so

\[
\Delta E=2(-\delta)+2(-\delta)=-4\delta .
\]

This is electronic energy alone. The cost of straining the surrounding lattice is estimated in (e).

### (d) Numbers for diamond

With energies measured from \(\varepsilon_0\), the levels in eV are:

| Level | Before | After |
|---|---:|---:|
| \(a_1\) | −1.50 | −1.60 |
| \(b_2\) | 0.50 | 0.40 |
| \(e\) (two) | 0.50 | 0.60 |

The splitting is \(2\delta=0.20\) eV, or 0.0073 hartree, and the four electrons gain \(4\delta=0.40\) eV.

Before the distortion \(c=h=a/4\). Atoms 1 and 2 are separated by \((2c,2c,0)\), so \(d_0=2\sqrt2\,c=a/\sqrt2=2.52\) Å. Strengthening this pair from \(t\) to \(t+\delta\) requires a shortening \(x\) with \(t\,e^{x/\lambda}=t+\delta\):

\[
x=\lambda\ln\!\left(1+\frac{\delta}{t}\right)=0.50\,\ln 1.2=0.091\ \text{Å}.
\]

Each atom of the pair moves inward by \(x/2=0.046\) Å.

This also affects the other pairs. Atoms 1 and 3 are separated by \((0,2c,2h)\), a distance \(2\sqrt{c^2+h^2}\), which shrinks when \(c\) does. To hold it fixed, \(h\) must grow so that \(c^2+h^2\) keeps its value \(a^2/8\). The atoms must therefore also move outward along the \(z\) axis, by 0.031 Å. The total displacement of each atom is

\[
u=\sqrt{0.046^2+0.031^2}\ \text{Å}=0.055\ \text{Å}.
\]

The coupling law used here ignores any dependence on the directions of the hybrids.

### (e) What the model leaves out

**Overlap.** Hybrids on neighbouring atoms are not orthogonal. Carbon \(sp^3\) hybrids built from the minimal STO-3G basis have an overlap \(S=0.12\) at the distance \(d_0\), and near \(d_0\) this overlap decays with a length of 0.53 Å. These values depend strongly on the basis, because STO-3G orbitals have tails that are too short. Hybrids built from Hartree-Fock atomic orbitals in the larger cc-pVTZ basis give \(S=0.22\) and a decay length of 0.85 Å. The overlap therefore fixes only the order of magnitude of \(\lambda\). Keep the matrix elements of \(H-\varepsilon_0\) as before and solve \((H-\varepsilon_0)v=EMv\), where \(M\) is the overlap matrix, with 1 on its diagonal. If all pairs had the same overlap \(S\), then \(M=(1-S)I+SJ\), which multiplies every vector of the triplet space by \(1-S\). Every triplet energy would then be divided by \(1-S\), giving a splitting of \(0.20/0.88=0.23\) eV. With overlaps computed at the displaced positions, the hybrid directions being held fixed, a numerical solution gives 0.26 eV. The splitting is then 28% larger than \(2\delta\). With the cc-pVTZ overlaps it is 0.30 eV, nearly 50% larger. The four-electron gain changes much less, from 0.40 eV to 0.36 eV (STO-3G) or 0.38 eV (cc-pVTZ).

**Electron repulsion.** Add an energy \(U\) whenever two electrons share a hybrid, with a rough \(U=4\) eV. The four-electron problem on four sites is small enough for exact numerical diagonalization.

Without repulsion, each hybrid holds half an electron of each spin, so it is doubly occupied with probability \(\tfrac12\cdot\tfrac12=0.25\). With repulsion this probability falls to 0.04, and the energy gained by the distortion falls from 0.40 to 0.17 eV. The electrons largely avoid one another, so filling \(a_1\) and \(b_2\) with two electrons each is a poor description of the state: that configuration carries only about half (0.52) of its weight. The lowest excitation to a spin triplet changes little, from 0.20 to 0.23 eV, but in view of the double occupancy this closeness does not show that the orbital picture survives.

**Lattice energy and motion.** Give each atom a rough stiffness \(K=30\) eV/Å\(^2\). Displacing four atoms costs

\[
4\cdot\tfrac12Ku^2=2(30)(0.055)^2\ \text{eV}\approx0.18\ \text{eV}.
\]

This is less than the independent-electron gain of 0.40 eV but about equal to the gain with repulsion. With such rough inputs, the model cannot decide whether a distortion of this size is favourable. The value \(\delta=0.10\) eV was chosen, not found by minimizing the energy. The gain grows linearly with the displacement and the cost quadratically, so a smaller distortion always pays. With repulsion, the total energy along this path is lowest near \(\delta=0.04\) eV, where \(u=0.025\) Å and the net gain is only 0.03 eV.

For a carbon mass \(m\) of 12 atomic mass units, the vibrational quantum \(\hbar\sqrt{K/m}\) is 0.10 eV. The zero-point spread \(\sqrt{\hbar/(2m\omega)}\), with \(\omega=\sqrt{K/m}\), is 0.041 Å in each direction. The distortion moves four atoms together, each by \(u\), so the length to compare with this spread is \(\sqrt{4u^2}=2u=0.11\) Å. That is larger, but only by a factor of about 2.7. At the minimum found with repulsion the factor is only 1.2, and the net gain is smaller than one vibrational quantum. Since the tetrahedron has three equivalent choices of opposite pairs, the nuclei may not stay in one of them. This estimate does not settle the matter.

**Temperature.** Moving one electron from \(b_2\) to \(e\) costs 0.20 eV. Two spin states for the electron left behind and four spin-orbitals for the other give eight excited states. At 300 K their combined weight relative to the ground state is \(8\times4.4\times10^{-4}=0.0035\). At 1100 K, a rough annealing temperature for implanted diamond, it is \(8\times0.12\approx1\). These weights assume independent electrons and a distortion held fixed.

**The real vacancy.** The neutral vacancy in diamond has a well-known optical line at roughly 1.7 eV. The model's gap \(4t=2.0\) eV is of the same order, but the two should not be identified: the line is a transition between states of several interacting electrons, not between two of the orbitals above. The value of \(t\) is itself uncertain by a factor of about two. A local-density calculation on a small cluster of four methyl groups at the unrelaxed positions, with all four spins parallel, puts \(a_1\) about 4.5 eV below \(t_2\), which corresponds to \(t\approx1.1\) eV. In that cluster the displacement of part (d) splits the triplet by 0.46 eV, so again \(\delta/t\approx0.2\). Of the assumptions listed in the problem, independence of the electrons fails most seriously in these estimates: dropping it reduces the electronic energy gained by the distortion by more than half for \(U/t=8\), and by about 40% for \(U/t=4\) at the same \(\delta/t\).

## Two variations

### 1. The other four pairs change too

Let the remaining couplings become \(-(t+\eta)\). Find the levels.

**Solution.** The vectors of part (b) still work. Each atom has one strengthened partner and two others. In \((1,1,1,1)\) all three partners are in phase. In \(b\) the strengthened partner is in phase and the other two are out of phase. In \(e_1\) and \(e_2\) the strengthened partner is out of phase, and the contributions of the other two pairs cancel. Therefore

\[
\begin{aligned}
E_{a_1}&=\varepsilon_0-(t+\delta)-2(t+\eta)=\varepsilon_0-3t-\delta-2\eta,\\
E_{b_2}&=\varepsilon_0-(t+\delta)+2(t+\eta)=\varepsilon_0+t-\delta+2\eta,\\
E_e&=\varepsilon_0+t+\delta .
\end{aligned}
\]

The splitting is \(E_e-E_{b_2}=2(\delta-\eta)\), and it vanishes when all six pairs change equally.

Suppose the diamond atoms make the inward movement of part (d) but do not move along \(z\). The other four distances then shrink by about \(x/2\). The coupling law gives \(\eta=0.047\) eV, and the splitting drops from 0.20 to \(2(0.100-0.047)\approx0.11\) eV. The equal and opposite shifts of part (b) thus depend on holding those four couplings fixed.

A change that preserves the average coupling has \(\eta=-\delta/2\), since two pairs gain \(\delta\) and four lose half as much. The triplet shifts are then \(-2\delta\) and \(+\delta\), and its mean stays in place.

### 2. The strengthened pairs share an atom

Strengthen (1,2) and (1,3) instead, again by \(\delta\). Does a doublet survive?

**Solution.** Call the change \(V\); its nonzero elements are \(V_{12}=V_{13}=-\delta\) and their transposes. The vector \((0,1,-1,0)/\sqrt2\) gives \(-\delta(1-1)/\sqrt2=0\) on atom 1 and zero elsewhere, so its level does not move. The rest of the triplet space is spanned by

\[
p=\tfrac1{\sqrt2}(1,0,0,-1),\qquad q=\tfrac12(1,-1,-1,1).
\]

For real vectors, \(\langle v|V|w\rangle=-\delta\,[v_1(w_2+w_3)+w_1(v_2+v_3)]\). This gives

\[
\langle p|V|p\rangle=0,\qquad
\langle q|V|q\rangle=\delta,\qquad
\langle p|V|q\rangle=\frac{\delta}{\sqrt2}.
\]

To first order in \(\delta\), the shifts \(\mu\) satisfy \(\mu(\mu-\delta)-\delta^2/2=0\), so

\[
\mu=\frac{1\pm\sqrt3}{2}\,\delta .
\]

The triplet splits into three separate levels. For \(\delta=0.10\) eV the first-order shifts are −0.037, 0 and +0.137 eV. Numerical diagonalization of the full matrix gives −0.035, 0 and +0.137 eV. The small upward correction arises because \(V\), unlike \(-\delta P\), also couples the triplet to the \(a_1\) level below it, which pushes the upper levels up. The doublet of part (b) therefore depends on the strengthened pairs being opposite.
